# False low-frequency divergence of velocity-gauge response in a truncated band basis: test program

```python
"""Velocity-gauge response of a 1D insulator, V = -V0 cos(Gx), with N bands kept.
Tested: sigma_N = i dn_N/w - i w chi_N, dn_N = missing f-sum weight >= 0.
Independent roads: Mathieu values, finite differences, diagonalization in a
static A, non-perturbative time evolution, and a ring in a long-wave potential.
Hartree atomic units, spinless electrons."""
import numpy as np
import sympy as sp
from scipy.special import mathieu_a, mathieu_b
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, h as planck, c as clight, e as qe

EV = pc["Hartree energy in eV"][0]
a, V0, mmax, omega, eta = 5.5, 0.2, 8, 0.057, 0.02
G = 2*np.pi/a
NG = 2*mmax + 1
n = 1/a

def bands(k):
    """Energies, eigenvectors and momentum matrices in plane waves."""
    kg = np.atleast_1d(k)[:, None] + G*np.arange(-mmax, mmax + 1)
    H = 0.5*kg[:, :, None]**2*np.eye(NG) - 0.5*V0*(np.eye(NG, k=1) + np.eye(NG, k=-1))
    eps, U = np.linalg.eigh(H)
    return eps, U, U.transpose(0, 2, 1) @ (kg[:, :, None]*U)

def mesh(nk):
    return G*((np.arange(nk) + 0.5)/nk - 0.5)

def pairs(eps, p, lo, hi, nv=1):
    return eps[:, lo:hi, None] - eps[:, None, :nv], p[:, lo:hi, :nv]**2

def kernel(eps, p, N, z, nv=1):
    w, p2 = pairs(eps, p, nv, N, nv)
    return nv/a - np.sum(2*w*p2/(w**2 - z**2))/(a*len(eps))

def chi_length(eps, p, N, z):
    w, p2 = pairs(eps, p, 1, N)
    return np.sum(2*p2/(w*(w**2 - z**2)))/(a*len(eps))

def second_diff(f, h=2e-3):
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h))/(12*h*h)

def projected(eps, p, N, A):
    return (eps[:, :N, None] + A*A/2)*np.eye(N) + A*p[:, :N, :N]

print(f"inputs: a = {a} bohr, V0 = {V0} Ha, plane waves = {NG}, Nk = 4000")
print(f"G = {G:.5f} 1/bohr, n = {n:.6f} 1/bohr")
print(f"omega = {omega} Ha = {omega*EV:.3f} eV = {planck*clight/(omega*EV*qe)*1e9:.0f} nm, eta = {eta} Ha")

# 1. band edges against Mathieu characteristic values
qm = 4*V0/G**2
e0, eb = bands(0.0)[0][0], bands(G/2)[0][0]
ref = G**2/8*np.array([mathieu_a(0, qm), mathieu_b(1, qm), mathieu_a(1, qm),
                       mathieu_b(2, qm), mathieu_a(2, qm)])
assert np.allclose([e0[0], eb[0], eb[1], e0[1], e0[2]], ref, atol=1e-8, rtol=0)
print(f"Mathieu q = {qm:.5f}; band 1 from {e0[0]:.5f} to {eb[0]:.5f} Ha")
print(f"gap = {eb[1]-eb[0]:.5f} Ha = {(eb[1]-eb[0])*EV:.3f} eV")

# 2. partial fractions
ws, zs = sp.symbols("w z")
assert sp.simplify(2*ws/(ws**2 - zs**2) - 2/ws - 2*zs**2/(ws*(ws**2 - zs**2))) == 0

# 3. effective-mass theorem and interband dipole at one k
k0 = 0.3
e1, U1, p1 = (x[0] for x in bands(k0))
for b in (0, 1):
    o = np.arange(NG) != b
    formula = 1 - np.sum(2*p1[o, b]**2/(e1[o] - e1[b]))
    fd = second_diff(lambda d: bands(k0 + d)[0][0, b])
    assert abs(formula - fd) < 1e-6
    print(f"k = {k0} 1/bohr, band {b+1}: eps'' sum = {formula:.6f}, finite diff = {fd:.6f} (1/m_e)")
hk = 1e-4
up, um = bands(k0 + hk)[1][0, :, 0], bands(k0 - hk)[1][0, :, 0]
up, um = up*np.sign(up @ U1[:, 0]), um*np.sign(um @ U1[:, 0])
overlap = U1[:, 1:].T @ (up - um)/(2*hk)
assert np.allclose(overlap, -p1[1:, 0]/(e1[1:] - e1[0]), atol=1e-6, rtol=0)
print(f"k = {k0} 1/bohr: |p_21| = {abs(p1[1,0]):.5f} a.u., w_21 = {e1[1]-e1[0]:.5f} Ha, |r_21| = {abs(overlap[0]):.5f} bohr")

# 4. integrated f-sum rule with all bands
eps, _, p = bands(mesh(4000))
for nv in (1, 2):
    res = kernel(eps, p, NG, 0.0, nv)
    assert abs(res) < 1e-10
    print(f"all bands, Nv = {nv}: n_eff = {nv/a - res:.8f}, n = {nv/a:.8f} 1/bohr")
chi0, chiw = chi_length(eps, p, NG, 0.0), chi_length(eps, p, NG, omega)
print(f"all bands: chi(0) = {chi0:.5f}, chi(omega) = {chiw:.5f} bohr^2")

# 5. static chi from a ring in lam*cos(qx), q = 2 pi/L, extrapolated to q -> 0
def chi_ring(M, lam=0.005):
    q, dim = G/M, 10*M + 1
    H = np.diag(0.5*(q*np.arange(-5*M, 5*M + 1))**2)
    H -= 0.5*V0*(np.eye(dim, k=M) + np.eye(dim, k=-M))
    W = 0.5*lam*(np.eye(dim, k=1) + np.eye(dim, k=-1))
    dE = np.linalg.eigvalsh(H + W)[:M].sum() - np.linalg.eigvalsh(H)[:M].sum()
    return -4*dE/(lam**2*q**2*M*a)
c40, c80 = chi_ring(40), chi_ring(80)
cext = (4*c80 - c40)/3
assert abs(cext/chi0 - 1) < 1e-3
print(f"ring chi: M=40 {c40:.5f}, M=80 {c80:.5f}, q->0 {cext:.5f} bohr^2")

# 6. truncation: dn from formula, from the tail, and from E_N(A)
def energy(N, A):
    return np.linalg.eigvalsh(projected(eps, p, N, A))[:, 0].mean()/a
E0 = eps[:, 0].mean()/a
assert abs(energy(NG, 0.2) - E0) < 1e-11
eps_h, _, p_h = bands(mesh(2000))
for N in (1, 2, 3, 4):
    dn = kernel(eps, p, N, 0.0)
    w, p2 = pairs(eps, p, N, NG)
    curv = second_diff(lambda A: energy(N, A))
    assert abs(dn - np.sum(2*p2/w)/(a*len(eps))) < 1e-10
    assert abs(dn - curv) < 5e-8
    assert abs(kernel(eps_h, p_h, N, 0.0)/dn - 1) < 1e-3      # mesh convergence
    assert energy(N, 0.05) > E0 and energy(N, 0.2) > E0
    cL0, cL = chi_length(eps, p, N, 0.0), chi_length(eps, p, N, omega)
    cV = -kernel(eps, p, N, omega)/omega**2
    ratio, bound = (chiw - cV)/(chiw - cL), (w.min()/omega)**2
    assert ratio >= bound
    print(f"N={N}: dn = {dn:.4e}, E_N'' = {curv:.4e} 1/bohr, dn/n = {dn/n:.4e}")
    print(f"N={N}: E_N(A=0.2) - E(0) = {energy(N, 0.2)-E0:.4e} Ha/bohr, dn/omega^2 = {dn/omega**2:.4e} bohr^2")
    print(f"N={N}: chi_N(0) = {cL0:.5f}, chi_N(omega) = {cL:.5f}, chi_VG(omega) = {cV:.5f} bohr^2")
    print(f"N={N}: rel. error length {cL/chiw-1:.3e}, velocity {cV/chiw-1:.3e}, ratio {ratio:.4g}")
    print(f"N={N}: w_min,tail = {w.min():.4f} Ha, bound on ratio = {bound:.4g}")
    if N > 1:
        star = np.sqrt(dn/cL0)
        zero = brentq(lambda x: kernel(eps, p, N, x), 1e-6, 0.15, xtol=1e-13)
        assert 0.9*star < zero <= star
        print(f"N={N}: w* = {star:.5f} Ha = {star*EV:.4f} eV, zero of chi_VG = {zero:.5f} Ha")

# 7. time evolution after A = A0 theta(t), without perturbation theory
A0 = 1e-4
t = np.linspace(0.0, 1500.0, 15001)
et, _, pt = bands(mesh(200))
print(f"time domain: A0 = {A0} a.u., Nk = 200, T = 1500 a.u., dt = 0.1 a.u.")
for N in (2, 3):
    lam, W = np.linalg.eigh(projected(et, pt, N, A0))
    pmean, pavg = np.zeros_like(t), 0.0
    for ik in range(len(et)):
        c = W[ik, 0, :]
        pm = W[ik].T @ pt[ik, :N, :N] @ W[ik]
        amp = c*np.exp(-1j*t[:, None]*lam[ik])
        pmean += np.sum(amp.conj()*(amp @ pm), axis=1).real
        pavg += np.sum(c**2*np.diag(pm))
    j = -(pmean/len(et) + A0)/a
    jbar = -(pavg/len(et) + A0)/a
    dn = kernel(et, pt, N, 0.0)
    assert abs(j[0]/A0 + n) < 1e-9 and abs(jbar/A0 + dn) < 5e-7
    print(f"N={N}: -j(0+)/A0 = {-j[0]/A0:.6f}, -mean j/A0 = {-jbar/A0:.4e}, dn = {dn:.4e} 1/bohr")
    for z in (1j*eta, 0.01 + 1j*eta, omega + 1j*eta):
        f = -j*np.exp(1j*z*t)/A0
        s_time = simpson(f.real, x=t) + 1j*simpson(f.imag, x=t)
        s_form = 1j*dn/z - 1j*z*chi_length(et, pt, N, z)
        assert abs(s_time/s_form - 1) < 1e-4
        print(f"N={N}, z = {z:.3f} Ha: sigma time {s_time:.5f}, formula {s_form:.5f} a.u.")

# 8. finite Gamma-centred mesh with all bands
for M in (4, 8, 16):
    km = G*(np.arange(M)/M - 0.5)
    em, _, pmat = bands(km)
    res = kernel(em, pmat, NG, 0.0)
    fd = second_diff(lambda A: bands(km + A)[0][:, 0].mean()/a)
    assert abs(res - fd) < 1e-6
    print(f"all bands, Nk = {M}: K(0) = {res:.4e}, E''(A) = {fd:.4e} 1/bohr, K(0)/n = {res/n:.3e}")

# 9. broadening only in the denominators: residue K(i eta), all bands
resid = kernel(eps, p, NG, 1j*eta).real
w, p2 = pairs(eps, p, 1, NG)
assert abs(resid - np.sum(2*p2/w*eta**2/(w**2 + eta**2))/(a*len(eps))) < 1e-10
assert resid > 0
print(f"all bands, eta = {eta} Ha in denominators only: K = {resid:.4e} 1/bohr, K/n = {resid/n:.4e}")
print("ALL CHECKS PASSED")
```

Output:

```
inputs: a = 5.5 bohr, V0 = 0.2 Ha, plane waves = 17, Nk = 4000
G = 1.14240 1/bohr, n = 0.181818 1/bohr
omega = 0.057 Ha = 1.551 eV = 799 nm, eta = 0.02 Ha
Mathieu q = 0.61299; band 1 from -0.02949 to 0.05604 Ha
gap = 0.19883 Ha = 5.411 eV
k = 0.3 1/bohr, band 1: eps'' sum = 0.458804, finite diff = 0.458804 (1/m_e)
k = 0.3 1/bohr, band 2: eps'' sum = 1.503257, finite diff = 1.503257 (1/m_e)
k = 0.3 1/bohr: |p_21| = 0.31106 a.u., w_21 = 0.37112 Ha, |r_21| = 0.83817 bohr
all bands, Nv = 1: n_eff = 0.18181818, n = 0.18181818 1/bohr
all bands, Nv = 2: n_eff = 0.36363636, n = 0.36363636 1/bohr
all bands: chi(0) = 3.10668, chi(omega) = 3.32637 bohr^2
ring chi: M=40 3.09007, M=80 3.10251, q->0 3.10666 bohr^2
N=1: dn = 1.8182e-01, E_N'' = 1.8182e-01 1/bohr, dn/n = 1.0000e+00
N=1: E_N(A=0.2) - E(0) = 3.6364e-03 Ha/bohr, dn/omega^2 = 5.5961e+01 bohr^2
N=1: chi_N(0) = 0.00000, chi_N(omega) = 0.00000, chi_VG(omega) = -55.96127 bohr^2
N=1: rel. error length -1.000e+00, velocity -1.782e+01, ratio 17.82
N=1: w_min,tail = 0.1988 Ha, bound on ratio = 12.17
N=2: dn = 4.0826e-03, E_N'' = 4.0826e-03 1/bohr, dn/n = 2.2454e-02
N=2: E_N(A=0.2) - E(0) = 8.8836e-05 Ha/bohr, dn/omega^2 = 1.2566e+00 bohr^2
N=2: chi_N(0) = 3.10161, chi_N(omega) = 3.32128, chi_VG(omega) = 2.06471 bohr^2
N=2: rel. error length -1.532e-03, velocity -3.793e-01, ratio 247.6
N=2: w_min,tail = 0.7064 Ha, bound on ratio = 153.6
N=2: w* = 0.03628 Ha = 0.9872 eV, zero of chi_VG = 0.03581 Ha
N=3: dn = 1.1030e-04, E_N'' = 1.1030e-04 1/bohr, dn/n = 6.0666e-04
N=3: E_N(A=0.2) - E(0) = 5.2735e-06 Ha/bohr, dn/omega^2 = 3.3950e-02 bohr^2
N=3: chi_N(0) = 3.10664, chi_N(omega) = 3.32633, chi_VG(omega) = 3.29238 bohr^2
N=3: rel. error length -1.367e-05, velocity -1.022e-02, ratio 747.7
N=3: w_min,tail = 1.4166 Ha, bound on ratio = 617.7
N=3: w* = 0.00596 Ha = 0.1621 eV, zero of chi_VG = 0.00596 Ha
N=4: dn = 6.0338e-07, E_N'' = 6.0338e-07 1/bohr, dn/n = 3.3186e-06
N=4: E_N(A=0.2) - E(0) = 2.7517e-08 Ha/bohr, dn/omega^2 = 1.8571e-04 bohr^2
N=4: chi_N(0) = 3.10668, chi_N(omega) = 3.32637, chi_VG(omega) = 3.32619 bohr^2
N=4: rel. error length -2.104e-08, velocity -5.585e-05, ratio 2655
N=4: w_min,tail = 2.6420 Ha, bound on ratio = 2148
N=4: w* = 0.00044 Ha = 0.0120 eV, zero of chi_VG = 0.00044 Ha
time domain: A0 = 0.0001 a.u., Nk = 200, T = 1500 a.u., dt = 0.1 a.u.
N=2: -j(0+)/A0 = 0.181818, -mean j/A0 = 4.0826e-03, dn = 4.0826e-03 1/bohr
N=2, z = 0.000+0.020j Ha: sigma time 0.26566+0.00000j, formula 0.26566+0.00000j a.u.
N=2, z = 0.010+0.020j Ha: sigma time 0.22521+0.05132j, formula 0.22520+0.05132j a.u.
N=2, z = 0.057+0.020j Ha: sigma time 0.09731-0.12016j, formula 0.09731-0.12016j a.u.
N=3: -j(0+)/A0 = 0.181818, -mean j/A0 = 1.0964e-04, dn = 1.0963e-04 1/bohr
N=3, z = 0.000+0.020j Ha: sigma time 0.06712+0.00000j, formula 0.06712+0.00000j a.u.
N=3, z = 0.010+0.020j Ha: sigma time 0.06639-0.02819j, formula 0.06639-0.02819j a.u.
N=3, z = 0.057+0.020j Ha: sigma time 0.07563-0.18251j, formula 0.07563-0.18251j a.u.
all bands, Nk = 4: K(0) = -2.2852e-02, E''(A) = -2.2852e-02 1/bohr, K(0)/n = -1.257e-01
all bands, Nk = 8: K(0) = -6.8061e-04, E''(A) = -6.8061e-04 1/bohr, K(0)/n = -3.743e-03
all bands, Nk = 16: K(0) = -4.8163e-07, E''(A) = -4.8162e-07 1/bohr, K(0)/n = -2.649e-06
all bands, eta = 0.02 Ha in denominators only: K = 1.2327e-03 1/bohr, K/n = 6.7799e-03
ALL CHECKS PASSED
```
